# Counting Goldstone modes in ferromagnets and antiferromagnets: test program

```python
"""
Result under test: n broken generators and the charge-commutator matrix
rho_ab = -i<[Q_a,Q_b]>/V of rank r give n - r/2 Goldstone modes:
r/2 with energy ~ k^2 and n - r with energy ~ k.
Q_a: total spin components; V: number of sites; hbar = 1.
kappa: twist stiffness per site; g: uniform susceptibility per site.
Bond energy: J x + K x^2 with x = S_i . S_j, each bond counted once.
Lattice tests use |J| = 1 and lattice spacing 1. Linearized torque equations
give the leading large-S spin-wave energies; small exact quantum systems
test the commutator, Berry phase and ferromagnetic one-magnon states.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import expm, null_space
from scipy.spatial.transform import Rotation


def cross_matrix(v):
    return np.array([[0, -v[2], v[1]], [v[2], 0, -v[0]], [-v[1], v[0], 0]])


def tangent_basis(spins):
    count = len(spins)
    basis = np.zeros((3 * count, 2 * count))
    for i, spin in enumerate(spins):
        basis[3*i:3*i+3, 2*i:2*i+2] = null_space(spin[None, :])
    return basis


def spin_wave_energies(spins, bonds, k):
    """Positive frequencies of the linearized equation dS/dt = S x B."""
    count = len(spins)
    field = np.zeros((count, 3))
    response = np.zeros((3 * count, 3 * count), complex)
    for i, j, d, J, K in bonds:
        for p, q, sign in ((i, j, 1), (j, i, -1)):
            slope = J + 2 * K * (spins[p] @ spins[q])
            field[p] -= slope * spins[q]
            phase = np.exp(1j * sign * np.dot(k, d))
            P, Q = slice(3*p, 3*p+3), slice(3*q, 3*q+3)
            response[P, Q] -= phase * (
                slope * np.eye(3) + 2 * K * np.outer(spins[q], spins[p]))
            response[P, P] -= 2 * K * np.outer(spins[q], spins[q])
    motion = np.zeros_like(response)
    for p in range(count):
        P = slice(3*p, 3*p+3)
        assert np.linalg.norm(np.cross(spins[p], field[p])) < 1e-10
        motion[P] = cross_matrix(spins[p]) @ response[P]
        motion[P, P] -= cross_matrix(field[p])
    basis = tangent_basis(spins)
    values = np.linalg.eigvals(basis.T @ motion @ basis)
    assert np.max(np.abs(values.real)) < 1e-7
    return np.sort(values.imag)[count:]


def cell_energy(spins, bonds, axis=None, wavevector=None):
    total = 0.0
    for i, j, d, J, K in bonds:
        other = spins[j]
        if axis is not None:
            angle = np.dot(wavevector, d)
            other = Rotation.from_rotvec(angle * axis).apply(other)
        x = spins[i] @ other
        total += J * x + K * x * x
    return total


def twist_stiffness(spins, bonds, axis, direction):
    h = 1e-3
    plus = cell_energy(spins, bonds, axis, h * direction)
    minus = cell_energy(spins, bonds, axis, -h * direction)
    middle = cell_energy(spins, bonds)
    return (plus + minus - 2 * middle) / h**2 / len(spins)


def susceptibility(spins, bonds, component):
    """Static response from a numerical energy Hessian; rotations excluded."""
    count, h = len(spins), 1e-3
    basis = tangent_basis(spins)
    lengths = np.linalg.norm(spins, axis=1)

    def energy(u):
        tilted = spins / lengths[:, None] + (basis @ u).reshape(count, 3)
        tilted *= (lengths / np.linalg.norm(tilted, axis=1))[:, None]
        return cell_energy(tilted, bonds)

    size = 2 * count
    steps = h * np.eye(size)
    hessian = np.zeros((size, size))
    for a in range(size):
        for b in range(size):
            hessian[a, b] = (
                energy(steps[a] + steps[b]) - energy(steps[a] - steps[b])
                - energy(-steps[a] + steps[b])
                + energy(-steps[a] - steps[b])) / (4 * h**2)
    force = lengths @ basis[component::3]
    return force @ np.linalg.pinv(hessian, rcond=1e-4) @ force / count


def classify(high, low, threshold):
    """Split soft branches by their exponent when k is halved."""
    quadratic, linear = [], []
    for upper, lower in zip(high, low):
        if upper < threshold:
            power = np.log2(upper / lower)
            assert min(abs(power - 1), abs(power - 2)) < 0.03
            (linear if power < 1.5 else quadratic).append(lower)
    return np.array(quadratic), np.array(linear)


# General count with random positive stiffness and susceptibility matrices.
rng = np.random.default_rng(4)
n_general = 5
general_results = []
for rank in (0, 2, 4):
    A = rng.normal(size=(n_general, n_general))
    B = rng.normal(size=(n_general, n_general))
    stiffness = np.eye(n_general) + A @ A.T / n_general
    inertia = np.eye(n_general) + B @ B.T / n_general
    frame = np.linalg.qr(rng.normal(size=(n_general, n_general)))[0]
    rho = np.zeros((n_general, n_general))
    for s in range(0, rank, 2):
        rho += np.outer(frame[:, s], frame[:, s+1])
        rho -= np.outer(frame[:, s+1], frame[:, s])
    branches = []
    for k in (2e-3, 1e-3):
        flow = np.block([
            [np.zeros((n_general, n_general)), np.eye(n_general)],
            [-np.linalg.solve(inertia, stiffness) * k**2,
             -np.linalg.solve(inertia, rho)]])
        branches.append(np.sort(np.linalg.eigvals(flow).imag)[n_general:])
    quad, lin = classify(branches[0], branches[1], 0.02)
    assert len(quad) == rank // 2 and len(lin) == n_general - rank
    general_results.append((rank, len(quad), len(lin)))

# Exact spin-1/2 ring: commutator, independent states, Berry phase, magnons.
sites = 6
pauli_half = [np.array([[0, 1], [1, 0]], complex) / 2,
              np.array([[0, -1j], [1j, 0]]) / 2,
              np.diag([0.5, -0.5]).astype(complex)]


def site_operator(matrix, site):
    return np.kron(np.kron(np.eye(2**site), matrix),
                   np.eye(2**(sites - site - 1)))


local = [[site_operator(m, s) for s in range(sites)] for m in pauli_half]
charges = [sum(component) for component in local]
ring = -sum(local[a][s] @ local[a][(s+1) % sites]
            for a in range(3) for s in range(sites))
polarized = np.zeros(2**sites, complex)
polarized[0] = 1
neel = np.zeros(2**sites, complex)
neel[int("01" * (sites // 2), 2)] = 1
ground_energy = np.linalg.eigvalsh(ring)[0]
assert np.allclose(ring @ polarized, ground_energy * polarized)
one_flip = [2**s for s in range(sites)]
magnons = np.linalg.eigvalsh(ring[np.ix_(one_flip, one_flip)]) - ground_energy
momenta = 2 * np.pi * np.arange(sites) / sites
assert np.allclose(magnons, np.sort(1 - np.cos(momenta)), atol=1e-10)

radius, loop_steps = 0.05, 160
loop_area = np.pi * radius**2
rotations = []
for angle in 2 * np.pi * np.arange(loop_steps) / loop_steps:
    generator = np.cos(angle) * charges[0] + np.sin(angle) * charges[1]
    rotations.append(expm(1j * radius * generator))
quantum_results = []
for state, expected_rank in ((polarized, 1), (neel, 2)):
    commutator = charges[0] @ charges[1] - charges[1] @ charges[0]
    density = (-1j * np.vdot(state, commutator @ state)).real / sites
    created = np.column_stack([charges[0] @ state, charges[1] @ state])
    state_rank = np.linalg.matrix_rank(created, tol=1e-9)
    path = [U @ state for U in rotations]
    overlap = np.prod([np.vdot(path[s], path[(s+1) % loop_steps])
                       for s in range(loop_steps)])
    berry = -np.angle(overlap)
    predicted_berry = -sites * density * loop_area
    assert state_rank == expected_rank
    # Finite loop radius and finite steps give relative errors below 0.3%.
    assert abs(berry - predicted_berry) < 3e-3 * sites * loop_area / 2
    quantum_results.append((density, state_rank, berry, predicted_berry))

# Five ordered magnets.
x, y, z = np.eye(3)
six = [x, -x, y, -y, z, -z]
triangle = [np.array([np.cos(t), np.sin(t), 0])
            for t in (0, 2*np.pi/3, 4*np.pi/3)]
cubic_ab = [(0, 1, d, 1.0, 0.0) for d in six]
canted_bonds = [(0, 1, d, -1.0, 1.0) for d in six[:4]]
canted_bonds += [(s, s, d, -1.0, 0.0) for s in (0, 1) for d in (x+y, x-y)]
half_angle = np.arccos(0.5) / 2
magnets = {
    "ferromagnet": (np.array([z]), [(0, 0, d, -1.0, 0.0) for d in (x, y, z)]),
    "antiferromagnet": (np.array([z, -z]), cubic_ab),
    "ferrimagnet": (np.array([z, -0.5*z]), cubic_ab),
    "120-degree": (np.array(triangle),
                   [(s, (s+1) % 3, d, 1.0, 0.0)
                    for s in range(3) for d in triangle]),
    "canted": (np.array([np.sin(half_angle)*x + np.cos(half_angle)*z,
                         -np.sin(half_angle)*x + np.cos(half_angle)*z]),
               canted_bonds)}
direction = np.array([np.cos(0.3), np.sin(0.3), 0])
small_k = 0.004
results = {}
for name, (spins, bonds) in magnets.items():
    tangents = np.column_stack([np.cross(e, spins).ravel() for e in np.eye(3)])
    broken = np.linalg.matrix_rank(tangents, tol=1e-8)
    broken_axes = [a for a in range(3) if np.linalg.norm(tangents[:, a]) > 1e-8]
    assert len(broken_axes) == broken
    moment = spins.mean(axis=0)
    rho = -cross_matrix(moment)
    rank = np.linalg.matrix_rank(rho, tol=1e-8)
    kappa = [twist_stiffness(spins, bonds, e, direction) for e in np.eye(3)]
    kernel = [a for a in broken_axes if np.linalg.norm(rho[a]) < 1e-8]
    paired = [a for a in broken_axes if a not in kernel]
    g = {a: susceptibility(spins, bonds, a) for a in kernel}
    velocities = np.sort([np.sqrt(kappa[a] / g[a]) for a in kernel])
    quadratic_coefficients = np.array(
        [np.sqrt(kappa[paired[0]] * kappa[paired[1]]) / np.linalg.norm(moment)]
        if paired else [])
    high = spin_wave_energies(spins, bonds, small_k * direction)
    low = spin_wave_energies(spins, bonds, small_k * direction / 2)
    quad, lin = classify(high, low, 0.05)
    quad, lin = quad / (small_k/2)**2, np.sort(lin / (small_k/2))
    assert len(quad) == rank // 2 and len(lin) == broken - rank
    assert len(quad) + len(lin) == broken - rank / 2
    # Corrections at the finite test wavevector are well below 0.5%.
    assert np.allclose(quad, quadratic_coefficients, rtol=5e-3)
    assert np.allclose(lin, velocities, rtol=5e-3)
    results[name] = dict(n=broken, r=rank, quad=quad, lin=lin, kappa=kappa,
                         g=g, D=quadratic_coefficients, c=velocities,
                         moment=np.linalg.norm(moment))

# Worked cubic magnets, in Hartree atomic units.
exchange, spacing = 4e-4, 8.0
wavevectors = (0.01, 0.02)
energies = {}
for name in ("ferromagnet", "antiferromagnet", "ferrimagnet"):
    spins, bonds = magnets[name]
    energies[name] = [exchange * spin_wave_energies(spins, bonds, k*spacing*x)
                      for k in wavevectors]
for index, k in enumerate(wavevectors):
    gamma = (np.cos(k * spacing) + 2) / 3
    assert np.allclose(energies["ferromagnet"][index],
                       6 * exchange * (1 - gamma), rtol=1e-8)
    assert np.allclose(energies["antiferromagnet"][index],
                       6 * exchange * np.sqrt(1 - gamma**2), rtol=1e-8)
    difference, product = 0.5, 0.5
    root = np.sqrt(difference**2 + 4 * product * (1 - gamma**2))
    formula = 3 * exchange * np.array([root - difference, root + difference])
    assert np.allclose(energies["ferrimagnet"][index], formula, rtol=1e-8)
gap = exchange * spin_wave_energies(*magnets["ferrimagnet"], 1e-5*x)[1]
assert np.isclose(gap, 6 * exchange * 0.5, rtol=1e-6)

fm, af, fi = (results[s] for s in
              ("ferromagnet", "antiferromagnet", "ferrimagnet"))
stiffness_fm = exchange * spacing**2 * fm["D"][0]
stiffness_fi = exchange * spacing**2 * fi["D"][0]
velocity_af = exchange * spacing * af["c"][0]
assert np.isclose(stiffness_fm, exchange * spacing**2, rtol=1e-5)
assert np.isclose(velocity_af, 2*np.sqrt(3)*exchange*spacing, rtol=1e-5)
assert np.isclose(af["g"][0], 1/12, rtol=1e-5)
to_mev = 1000 * physical_constants["Hartree energy in eV"][0]
to_speed = physical_constants["atomic unit of velocity"][0]

print("General count, n = 5 (dimensionless)")
for rank, quad, lin in general_results:
    print(f"rank {rank}: quadratic {quad}, linear {lin}")
print(f"Exact spin-1/2 ring: {sites} sites; loop radius {radius:.2f} rad")
for label, values in zip(("polarized", "Neel product"), quantum_results):
    density, state_rank, berry, predicted = values
    print(f"{label}: rho_xy {density:.3f} per site, states {state_rank}")
    print(f"  Berry phase {berry:.6f} rad; predicted {predicted:.6f} rad")
print("Magnets: n, rank, quadratic modes, linear modes")
for name, item in results.items():
    print(f"{name}: {item['n']}, {item['r']}, "
          f"{len(item['quad'])}, {len(item['lin'])}")
print("Coefficients, |J| = spacing = 1: torque / effective theory")
for name, item in results.items():
    if len(item["quad"]):
        print(f"{name} k^2: {item['quad'][0]:.4f} / {item['D'][0]:.4f}")
    if len(item["lin"]):
        measured = " ".join(f"{v:.4f}" for v in item["lin"])
        predicted = " ".join(f"{v:.4f}" for v in item["c"])
        print(f"{name} k: {measured} / {predicted}")
print("Worked cubic magnets")
print(f"J = {exchange:.1e} hartree; a = {spacing:.1f} bohr")
print("S = 1 (FM, AF); S_A = 1, S_B = 0.5 (ferrimagnet)")
print(f"rho_xy per site: FM {fm['moment']:.3f}, AF {af['moment']:.3f}, "
      f"ferri {fi['moment']:.3f}")
print(f"kappa, FM and AF: {exchange*spacing**2*fm['kappa'][0]:.5f}, "
      f"{exchange*spacing**2*af['kappa'][0]:.5f} hartree bohr^2")
print(f"g, AF: {af['g'][0]/exchange:.3f} hartree^-1")
for name in ("ferromagnet", "antiferromagnet", "ferrimagnet"):
    for k, values in zip(wavevectors, energies[name]):
        text = " ".join(f"{v:.5e}" for v in values)
        print(f"{name}, k={k:.2f} bohr^-1: {text} hartree")
    ratio = energies[name][1][0] / energies[name][0][0]
    print(f"  lowest-branch ratio on doubling k: {ratio:.4f}")
print(f"FM k^2 coefficient: {stiffness_fm:.5f} hartree bohr^2")
print(f"Ferrimagnet k^2 coefficient: {stiffness_fi:.5f} hartree bohr^2")
print(f"AF velocity: {velocity_af:.6f} a.u. = {velocity_af*to_speed:.0f} m/s")
print(f"Ferrimagnet gap: {gap:.5e} hartree = {gap*to_mev:.3f} meV")
print(f"FM energy at k=0.02 bohr^-1: "
      f"{energies['ferromagnet'][1][0]*to_mev:.4f} meV")
print(f"AF energy at k=0.02 bohr^-1: "
      f"{energies['antiferromagnet'][1][0]*to_mev:.4f} meV")
print("success")
```

Output:

```
General count, n = 5 (dimensionless)
rank 0: quadratic 0, linear 5
rank 2: quadratic 1, linear 3
rank 4: quadratic 2, linear 1
Exact spin-1/2 ring: 6 sites; loop radius 0.05 rad
polarized: rho_xy 0.500 per site, states 1
  Berry phase -0.023551 rad; predicted -0.023562 rad
Neel product: rho_xy 0.000 per site, states 2
  Berry phase -0.000000 rad; predicted -0.000000 rad
Magnets: n, rank, quadratic modes, linear modes
ferromagnet: 2, 2, 1, 0
antiferromagnet: 2, 0, 0, 2
ferrimagnet: 2, 2, 1, 0
120-degree: 3, 0, 0, 3
canted: 3, 2, 1, 1
Coefficients, |J| = spacing = 1: torque / effective theory
ferromagnet k^2: 1.0000 / 1.0000
antiferromagnet k: 3.4641 3.4641 / 3.4641 3.4641
ferrimagnet k^2: 2.0000 / 2.0000
120-degree k: 1.8368 1.8374 2.5981 / 1.8371 1.8371 2.5981
canted k^2: 2.6458 / 2.6458
canted k: 4.8990 / 4.8990
Worked cubic magnets
J = 4.0e-04 hartree; a = 8.0 bohr
S = 1 (FM, AF); S_A = 1, S_B = 0.5 (ferrimagnet)
rho_xy per site: FM 1.000, AF 0.000, ferri 0.250
kappa, FM and AF: 0.02560, 0.02560 hartree bohr^2
g, AF: 208.334 hartree^-1
ferromagnet, k=0.01 bohr^-1: 2.55863e-06 hartree
ferromagnet, k=0.02 bohr^-1: 1.02182e-05 hartree
  lowest-branch ratio on doubling k: 3.9936
antiferromagnet, k=0.01 bohr^-1: 1.10792e-04 1.10792e-04 hartree
antiferromagnet, k=0.02 bohr^-1: 2.21230e-04 2.21230e-04 hartree
  lowest-branch ratio on doubling k: 1.9968
ferrimagnet, k=0.01 bohr^-1: 5.09293e-06 1.20509e-03 hartree
ferrimagnet, k=0.02 bohr^-1: 2.00576e-05 1.22006e-03 hartree
  lowest-branch ratio on doubling k: 3.9383
FM k^2 coefficient: 0.02560 hartree bohr^2
Ferrimagnet k^2 coefficient: 0.05120 hartree bohr^2
AF velocity: 0.011085 a.u. = 24251 m/s
Ferrimagnet gap: 1.20000e-03 hartree = 32.654 meV
FM energy at k=0.02 bohr^-1: 0.2781 meV
AF energy at k=0.02 bohr^-1: 6.0200 meV
success
```
